# The Kingston–Neustadter Relation Between Surface Field and Band Bending, part 2

A semiconductor with a neutral bulk fills the half-space $x>0$. We seek the field $E_s$ just inside its surface at a given band bending. The model assumes thermal equilibrium, Boltzmann statistics, constant permittivity $\varepsilon$ and smooth, uniform, fully ionized dopants of net density $N=N_D-N_A$, donors minus acceptors. Formulas are in SI units, and $q>0$ is the elementary charge.

The potential $\psi(x)$ is measured from the bulk and is $\psi_s$ at the surface; $y=q\psi/kT$ and $v=q\psi_s/kT$. Positive $\psi_s$ bends the bands down, and positive $E_s=-\psi'(0)$ points inward. The electron and hole densities are $n=n_0e^y$ and $p=p_0e^{-y}$, with bulk values $n_0,p_0$ and surface values $n_s,p_s$. With Fermi level $E_F$, band edges $E_c,E_v$, gap $E_g=E_c-E_v$ and effective band densities $N_c,N_v$,

$$np=N_cN_v\,e^{-E_g/kT}\equiv n_i^2. \tag{4}$$

Poisson's equation for the charge density $\rho$ is

$$\psi''=-\frac{\rho}{\varepsilon}=-\frac{q}{\varepsilon}\left[p_0e^{-y}-n_0e^{y}+n_0-p_0\right]. \tag{7}$$

Its first integral is

$$B(y)=p_0(e^{-y}+y-1)+n_0(e^{y}-y-1), \tag{11}$$

$$\left[\psi'(x)\right]^2=\frac{2kT}{\varepsilon}B\big(y(x)\big). \tag{12}$$

At the surface this gives

$$E_s=\operatorname{sgn}(\psi_s)\sqrt{\frac{2kT}{\varepsilon}\Big[p_0\left(e^{-v}+v-1\right)+n_0\left(e^{v}-v-1\right)\Big]}, \tag{2}$$

or, with $u_b=\operatorname{arsinh}(N/2n_i)$, $u_s=u_b+v$ and $L_i=\sqrt{\varepsilon kT/(2q^2n_i)}$,

$$|E_s|=\frac{kT}{qL_i}\sqrt{2}\,\Big[\cosh u_s-\cosh u_b-(u_s-u_b)\sinh u_b\Big]^{1/2}. \tag{15}$$

The semiconductor charge per area $Q$ and the Debye length $L_D$ are

$$Q=-\varepsilon E_s, \tag{16}$$

$$L_D=\sqrt{\frac{\varepsilon kT}{q^2(n_0+p_0)}}. \tag{19}$$

For p-type material, depletion, accumulation and the inversion threshold $n_s=p_0$ give, in turn,

$$E_s^2\approx\frac{2kTp_0}{\varepsilon}(v-1)=\frac{2q|N|}{\varepsilon}\left(\psi_s-\frac{kT}{q}\right), \tag{22}$$

$$E_s\approx-\sqrt{\frac{2kTp_s}{\varepsilon}},\qquad p_s=p_0e^{-v}, \tag{23}$$

$$\psi_{\rm th}=\frac{2kT}{q}\ln\frac{p_0}{n_i}. \tag{25}$$

Let $E_d$ be the field from (2) at the same $\psi_s$ without the electron term, and $\bar F=(E_s+E_d)/2$. The electron sheet density in inversion is

$$N_{\rm inv}\approx\frac{\varepsilon(E_s-E_d)}{q}\approx n_s\,\frac{kT}{q\bar F}. \tag{27}$$

This split underestimates the electron charge, because the electrons raise the field at each potential and so reduce the depleted charge below $\varepsilon E_d$.

### A silicon surface with $10^{17}$ acceptors per cm³

The example is the silicon side of a metal–oxide–semiconductor (MOS) structure at 300 K, where $kT/q=25.85$ mV. The relative permittivity is 11.7, the gap 1.12 eV, and $N_A=10^{17}$ cm⁻³. The band densities are $N_c=2.74\times10^{19}$ and $N_v=3.10\times10^{19}$ cm⁻³. These are rough silicon values, and with (4) they give $n_i=1.14\times10^{10}$ cm⁻³.

In the bulk $p_0=1.00\times10^{17}$ and $n_0=1.3\times10^{3}$ cm⁻³. The Debye length is 12.93 nm. Because $n_0\ll p_0$, the natural field scale is

$$\sqrt{\frac{2kTp_0}{\varepsilon}}=\sqrt2\,\frac{kT}{qL_D}=0.02828\ \text{MV/cm}, \tag{28}$$

and $|E_s|$ is this value times $\sqrt{B/p_0}$. The threshold (25) lies at $\psi_{\rm th}=0.827$ V. For $\psi_s=0.95$ V, which is strong inversion,

$$\frac{B}{p_0}=35.75+118.54=154.29,\qquad E_s=0.02828\sqrt{154.3}=0.351\ \text{MV/cm}. \tag{29}$$

The same arithmetic gives the other rows:

| $\psi_s$ (V) | $B/p_0$ | $E_s$ (MV/cm) | $Q$ (µC/cm²) |
|---|---|---|---|
| −0.120 | 98.1 | −0.280 | 0.290 |
| 0.400 | 14.5 | 0.108 | −0.111 |
| 0.827 | 32.0 | 0.160 | −0.166 |
| 0.950 | 154.3 | 0.351 | −0.364 |

At 0.40 V the depletion law (22) agrees with the full relation to all printed digits, 0.10758 MV/cm. At −0.12 V the accumulation law (23) gives a magnitude of 0.288 MV/cm, 2.8% above the full relation. It omits the terms $v-1=-5.6$ beside $e^{-v}=103.7$.

At threshold the electrons supply 1 part in 32 of $E_s^2$. At 0.95 V they supply $118.5/154.3=77\%$. Between these two points the bending grows by 0.123 V, the surface electron density by a factor of 119, and the field by a factor of 2.2.

The local sensitivity follows from $d\ln E_s/dv=B'/(2B)$. In inversion $B'\approx p_0+n_s$, so at 0.95 V it equals $(1+118.5)/(2\times154.3)=0.387$. Division by 25.85 mV gives a change in field of 1.5% per millivolt. A small error in band bending is thus a large error in field. Seen the other way, a large change in field moves the band bending little.

For the electron layer, $E_d=0.169$ MV/cm and $\bar F=0.260$ MV/cm. The thickness $kT/(q\bar F)$ is 1.0 nm, and (27) gives $N_{\rm inv}=1.18\times10^{12}$ cm⁻². Integration of the electron density over the numerical profile described next gives $1.19\times10^{12}$ cm⁻². The split is 1.2% lower than this, in the direction derived above.

### Comparison with a direct solution

Poisson's equation (7) was also solved numerically as a boundary-value problem, without the first integral. Besides the four cases of the table, the solutions covered donors of $10^{17}$ cm⁻³ with $\psi_s=-0.95$ and $0.10$ V, and a net acceptor density equal to $n_i$ with $\psi_s=0.20$ and $-0.15$ V. In the last two cases both carrier types matter in the bulk.

The surface slope of each solution was compared with (2) and with (15). The largest relative difference was $5.7\times10^{-8}$. For the integrated charge and (16) it was $1.1\times10^{-7}$. All eight profiles were monotone.

Near flat band, solutions for $\psi_s=\pm1$ mV in the $10^{17}$ cm⁻³ acceptor material gave a mean slope $E_s/\psi_s=1.000042/L_D$. The small excess is the next term of the expansion. For $n_0\ll p_0$,

$$\sqrt{\frac{2(e^{-v}+v-1)}{v^2}}=\sqrt{1-\frac v3+\frac{v^2}{12}-\dots}=1-\frac v6+\frac{v^2}{36}+\dots \tag{30}$$

The linear term cancels in the mean over both signs. With $v=1/25.85$, the quadratic term is $4.2\times10^{-5}$.

These comparisons test the mathematics within the model. They do not test the assumptions of the model, which are examined next.

### Degeneracy and incomplete ionization

Boltzmann statistics requires $n_s\ll N_c$ and $p_s\ll N_v$. At 0.95 V, $n_s=1.19\times10^{19}$ cm⁻³, so that $n_s/N_c=0.43$, and the condition is no longer well met. Let $\eta=(E_F-E_c)/kT$ at the surface. For a parabolic band the first terms of the Fermi–Dirac density are $n/N_c=e^\eta-e^{2\eta}/2^{3/2}$. The field contains the integral of $n$ over potential, and hence over $\eta$, which is $e^\eta-e^{2\eta}/2^{5/2}$. The electron term is thus lowered by about $0.43/5.66=7.6\%$. Since electrons supply 77% of $E_s^2$, the field falls by about half of $0.77\times7.6\%$, or 2.9%. The full Fermi–Dirac integrals give 2.6%. In accumulation at −0.12 V they lower $|E_s|$ by 2.8%. Both changes are relative to (2) at fixed $\psi_s$.

The acceptors are not all ionized either. For a level 45 meV above the valence band, a rough value for boron, and a degeneracy factor of 4, the ionized density is

$$N_A^-=\frac{N_A}{1+4(p/N_v)\,e^{45\,\text{meV}/kT}}. \tag{31}$$

With neutrality, this leaves 93.6% of the acceptors ionized in the bulk. The bulk electron density $n_i^2/p$ is then larger by $1/0.936$, or 6.8%, and so is $n_s$ at fixed $\psi_s$. At 0.95 V the field rises by half of $0.77\times6.8\%$, which is 2.6%.

In depletion the change is 0.01%. The holes are gone there, and the acceptors that were neutral in the bulk become ionized. With $a=1/0.936-1=0.068$ for the second term of the denominator in the bulk, the charge integral is

$$\int_0^v\frac{dt}{1+ae^{-t}}-0.936\approx v-\ln(1+a)-0.936=v-1.002, \tag{32}$$

almost the same as the $v-1$ of full ionization. In accumulation at −0.12 V, where the bulk hole density matters directly, $|E_s|$ falls by 2.4%.

### Confinement of the electrons

The classical electron layer is 1.0 nm thick, and on this scale the wave nature of the electrons matters. Consider a triangular well: a hard wall at $x=0$ and the potential energy $q\bar Fx$ behind it. For an effective mass $m$ normal to the surface, the length $\ell=(\hbar^2/2mq\bar F)^{1/3}$ turns the Schrödinger equation into

$$\frac{d^2\varphi}{d\zeta^2}=(\zeta-\lambda)\varphi,\qquad \zeta=\frac{x}{\ell},\quad \lambda=\frac{\epsilon}{q\bar F\ell}. \tag{33}$$

The decaying solution is the Airy function $\operatorname{Ai}(\zeta-\lambda)$, and the wall requires $\operatorname{Ai}(-\lambda)=0$. The levels above the band edge at the surface are

$$\epsilon_j=\lambda_j\left[\frac{\hbar^2(q\bar F)^2}{2m}\right]^{1/3},\qquad \lambda_1\approx2.34. \tag{34}$$

The conduction-band valleys of silicon are anisotropic. At a (100) surface two of them present the long mass, about 0.92 electron masses, to the well, and four present the transverse mass, about 0.19. For $\bar F=0.260$ MV/cm the lowest levels are 71 and 120 meV. Both are well above $kT=26$ meV, so the classical density is too high.

For an estimate of the field, each level is filled with the Fermi–Dirac sheet density of a two-dimensional band,

$$N_j=\frac{g\,m_\parallel kT}{\pi\hbar^2}\ln\!\left[1+e^{\eta-\epsilon_j/kT}\right], \tag{35}$$

with $g$ the number of valleys and $m_\parallel$ the density-of-states mass along the surface. The equation $E_s=E_d+(q/\varepsilon)\sum_jN_j$ is then solved with $\bar F=(E_s+E_d)/2$. This choice of mean field reproduces the classical relation (27) when the classical density is inserted.

At $\psi_s=0.95$ V the estimate is $E_s=0.23$ MV/cm, 35% below the value from (2). The figure includes degeneracy. If instead the surface field is held at 0.351 MV/cm, the same estimate requires a band bending larger by about 46 mV. The two numbers describe the same shift, and the steep dependence of field on bending makes the first look more serious. This is a triangular-well estimate, not a self-consistent solution of the Schrödinger and Poisson equations, which can change the extra bending by an amount of the order of 10 mV.

In accumulation a similar estimate, with half the surface field and a rough hole mass of 0.28, puts the lowest hole level at about 70 meV. The classical field at −0.12 V is therefore also doubtful. The size of that correction was not computed.

### Temperature, discrete dopants and strong fields

At 400 K, with a gap of 1.093 eV, $n_i$ rises to $5.8\times10^{12}$ cm⁻³. At a fixed bending of 0.40 V the field changes from 0.108 to 0.106 MV/cm, through the $kT/q$ in (22). Inversion is affected far more: the threshold falls from 0.827 to 0.672 V. The field of 0.351 MV/cm, reached at 0.95 V when the material is at 300 K, needs 0.83 V at 400 K.

The dopants are discrete. The length $N_A^{-1/3}$, a measure of their spacing, is 21.5 nm. This is not small beside $L_D$, so the real potential can vary from point to point at the same depth, which the smooth potential leaves out. A cube with the depletion width at threshold, 103 nm, as its side holds 111 acceptors on average. For independent random positions the relative spread is $1/\sqrt{111}=9.5\%$. At fixed bending, an extra dopant at depth $x$ changes the surface field, summed over the whole surface, in proportion to $1-x/W$, where $W$ is the depletion width. The rest of its charge is offset by a shift of the depletion edge. The mean square of this weight is $1/3$. If the whole change fell on the face of the dopant's own cube, the depletion field averaged over that face would have a relative spread of $9.5\%/\sqrt3=5.5\%$. Part of the change falls on neighbouring areas, which evens out the differences, so this is an upper estimate.

Tunnelling between the bands needs valence and conduction states at equal energy. At 0.95 V the conduction-band edge at the surface is still 0.17 eV above the valence-band edge of the bulk, so within this band picture there is no overlap. A carrier that crosses the whole space charge gains at most 0.95 eV, less than the gap, and cannot create a pair from this energy alone.

Without interface charge, the normal component of $\varepsilon E$ is continuous. The field in an oxide of relative permittivity 3.9 is then $(11.7/3.9)\times0.351=1.05$ MV/cm, against a rough breakdown field of 10 MV/cm. Interface charge changes this oxide field but leaves (2) as it stands.

### The example beside a real device

A doping of $10^{17}$ cm⁻³ is of the order used in bulk silicon MOS transistors, and the calculated $n_i$ is close to the rough room-temperature value of $10^{10}$ cm⁻³. Real doping often varies with depth, and then (7) has no first integral of the form (12). Of the effects estimated here for 300 K, confinement moves the result in strong inversion most: by the triangular-well estimate, about 35% in field at fixed bending, or 46 mV in bending at fixed field. The input data matter as well. At fixed $\psi_s$, $n_s$ is proportional to $n_i^2$, and hence to $e^{-E_g/kT}$. A gap larger by 10 meV lowers $n_s$ by a factor of 1.47 and the field at 0.95 V by about 13%. In depletion these effects are weak, and uneven doping can matter more. Take a doping that is 20% higher at the surface and falls linearly to its nominal value at the depth where the uniform depletion layer would end. With a sharp depletion edge, this raises the field at 0.40 V by about 7%. The numerical output below lists the values to more digits than the model can claim for a real surface.

## Calculated quantities

```
temperature: 300 K; kT/q: 25.852 mV
relative permittivity Si, oxide: 11.7, 3.9
gap (rough): 1.12 eV
masses long, trans, hole (rough): 0.92, 0.19, 0.28 m_e
N_c, N_v: 2.744e+19, 3.100e+19 cm^-3
n_i: 1.141e+10 cm^-3; acceptors: 1.0e+17 cm^-3
bulk p0, n0: 1.000e+17, 1.302e+03 cm^-3
u_b: -15.986; Debye length L_D: 12.93 nm
intrinsic length L_i: 27.06 um
field scale sqrt(2) kT/(q L_D): 0.02828 MV/cm
[accumulation] psi_s: -0.1200 V; v: -4.642
  hole term / p0: 98.0898; electron term / p0: 4.7536e-14
  surface n, p: 1.255e+01, 1.037e+19 cm^-3
  E_s formula, direct: -0.28007, -0.28007 MV/cm
  charge Q: 0.2901 uC/cm2
  E_s change, Fermi-Dirac: -2.78 %; ionization: -2.37 %
[depletion] psi_s: 0.4000 V; v: 15.473
  hole term / p0: 14.4727; electron term / p0: 6.8275e-08
  surface n, p: 6.828e+09, 1.907e+10 cm^-3
  E_s formula, direct: 0.10758, 0.10758 MV/cm
  charge Q: -0.1114 uC/cm2
  E_s change, Fermi-Dirac: -0.00 %; ionization: -0.01 %
[threshold] psi_s: 0.8266 V; v: 31.972
  hole term / p0: 30.9724; electron term / p0: 1.0000e+00
  surface n, p: 1.000e+17, 1.302e+03 cm^-3
  E_s formula, direct: 0.15990, 0.15990 MV/cm
  charge Q: -0.1656 uC/cm2
  E_s change, Fermi-Dirac: -0.00 %; ionization: 0.10 %
[strong inversion] psi_s: 0.9500 V; v: 36.748
  hole term / p0: 35.7476; electron term / p0: 1.1854e+02
  surface n, p: 1.185e+19, 1.098e+01 cm^-3
  E_s formula, direct: 0.35125, 0.35125 MV/cm
  charge Q: -0.3639 uC/cm2
  E_s change, Fermi-Dirac: -2.62 %; ionization: 2.61 %
largest relative error, field: 5.7e-08; charge: 1.1e-07
flat-band slope times L_D (direct): 1.000042
depletion law at 0.40 V: 0.10758 MV/cm
accumulation law at -0.12 V: 0.28801 MV/cm
0.95 V, field without electrons E_d: 0.16907 MV/cm
electron sheet density, split: 1.178e+12 cm^-2
electron sheet density, direct: 1.192e+12 cm^-2
acceptor level (rough): 45 meV; bulk ionized: 93.6 %
mean field in electron well: 0.2602 MV/cm
lowest electron levels, long and trans mass: 71.1, 120.2 meV
E_s at 0.95 V with confinement: 0.2287 MV/cm
extra bending for unchanged E_s: 45.9 mV
lowest hole level, accumulation: 69.9 meV
400 K: gap 1.093 eV; n_i 5.844e+12 cm^-3
400 K: threshold 0.6720 V; E_s at 0.40 V 0.10633 MV/cm
400 K: bending for the 300 K field of 0.95 V: 0.8281 V
mean dopant spacing: 21.5 nm
depletion width at threshold: 103.4 nm
acceptors in width cubed: 111; relative spread: 9.5 %
gap minus largest bending: 0.17 eV
oxide field at 0.95 V: 1.054 MV/cm; rough breakdown: 10 MV/cm
```
